# Class-B drain efficiency with a constant knee voltage, derived two ways

## First derivation: Fourier components of the current

### A stage that can pull its drain to zero

Consider a transistor fed from a 50 V supply. During one half of each radio-frequency cycle it draws a current shaped like the positive half of a cosine, with a peak of 2 A. During the other half it draws nothing. Between supply and drain sits a load network across which the voltage is a pure cosine, in step with the current. Suppose that the transistor still works properly when its drain voltage falls to zero. The load voltage may then have an amplitude of 50 V, so that the drain swings between 0 and 100 V.

The efficiency of this stage follows from two averages. With $\theta$ the phase of the cycle, the current is $2\cos\theta$ amperes for $-\pi/2<\theta<\pi/2$. The area under this arch is $2\times 2$, because the integral of $\cos\theta$ over that interval is 2. Spread over the full cycle of length $2\pi$, it gives a mean current of $4/(2\pi)=0.6366$ A. The supply therefore provides
$$
50\ \text{V}\times 0.6366\ \text{A}=31.83\ \text{W}.
$$

The power entering the load network is the mean of load voltage times current. While current flows, this product is $50\cos\theta\times 2\cos\theta=100\cos^2\theta$ watts. The mean of $\cos^2\theta$ over the conducting half-cycle is one half, and conduction takes up half of the time. The output power is thus $100\times\tfrac12\times\tfrac12=25$ W, and the efficiency is
$$
\frac{25}{31.83}=0.785=\frac{\pi}{4}.
$$

The remaining 6.83 W heats the transistor. The drain voltage is zero only at the instant of peak current. At every other moment of conduction, current flows while some voltage stands across the device.

A real transistor cannot deliver its full current at zero drain voltage. It needs a minimum, the knee voltage, and the swing has to stop there. The question is how much efficiency this costs.

### The circuit and its conventions

Let $\theta=\omega t$, where $\omega$ is the angular frequency of the signal. The gate is biased at threshold and driven by a cosine, and the current above threshold is taken to be proportional to the gate voltage in excess of threshold. The drain current is then
$$
i(\theta)=I_p\max(\cos\theta,0),
\tag{1}
$$
where $I_p$ is its peak value. This is class-B operation: the device conducts for half of the cycle.

The supply holds a constant voltage $V_{DD}$. The source of the transistor is grounded, and $v(\theta)$ is the voltage from drain to source. The output network lies between supply and drain, so it carries the current $i$, and the voltage across it, counted positive on the supply side, is
$$
u(\theta)=V_{DD}-v(\theta).
\tag{2}
$$
The network is linear. Its impedance is zero at zero frequency, a resistance $R$ at the signal frequency, and zero at every higher harmonic. A parallel resonant circuit tuned to the signal and loaded by a resistor approaches this behaviour when its resonance is sharp. The inductor passes the direct current, the capacitor bypasses the harmonics, and the resistor is the useful load. The inductor and the capacitor are taken to be lossless.

The constant-knee model of the transistor states that equation (1) holds as long as
$$
v(\theta)\ge V_k
\tag{3}
$$
at all times when current flows. The knee voltage $V_k$ is a fixed number with $0\le V_k<V_{DD}$, independent of the current. Below the knee the device cannot deliver the current demanded by its gate, and (1) ceases to hold.

All amplitudes are peak values. Drain efficiency $\eta$ means the output power at the signal frequency divided by the power drawn from the drain supply. The power needed to drive the gate is not counted.

### Fourier components of the half-sine

The current is an even function of $\theta$, so its Fourier series contains only a constant and cosines:
$$
i(\theta)=I_{dc}+\sum_{n\ge1}I_n\cos n\theta .
$$
The constant is the mean over a cycle. Since the current vanishes outside the conduction interval,
$$
I_{dc}=\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}I_p\cos\theta\,d\theta
=\frac{I_p}{2\pi}\Big[\sin\theta\Big]_{-\pi/2}^{\pi/2}
=\frac{I_p}{\pi}.
\tag{4}
$$

The amplitude of a cosine is twice the mean of the current multiplied by that cosine, because $\cos^2n\theta$ has the mean one half. For the fundamental, with $\cos^2\theta=\tfrac12(1+\cos2\theta)$,
$$
I_1=\frac{1}{\pi}\int_{-\pi/2}^{\pi/2}I_p\cos^2\theta\,d\theta
=\frac{I_p}{2\pi}\Big[\theta+\tfrac12\sin2\theta\Big]_{-\pi/2}^{\pi/2}
=\frac{I_p}{2}.
\tag{5}
$$
The sine term vanishes at both limits, and $\theta$ contributes $\pi$.

For $n\ge2$ the product of cosines is written as a sum, $\cos\theta\cos n\theta=\tfrac12[\cos(n+1)\theta+\cos(n-1)\theta]$. Integration gives
$$
I_n=\frac{I_p}{\pi}\left[\frac{\sin\frac{(n+1)\pi}{2}}{n+1}+\frac{\sin\frac{(n-1)\pi}{2}}{n-1}\right].
$$
The two sines are $+\cos(n\pi/2)$ and $-\cos(n\pi/2)$. Since $\frac{1}{n+1}-\frac{1}{n-1}=-\frac{2}{n^2-1}$,
$$
I_n=-\frac{2I_p}{\pi(n^2-1)}\cos\frac{n\pi}{2}.
\tag{6}
$$
For odd $n\ge3$ the cosine is zero, so these harmonics are absent. For $n=2$ it equals $-1$, and $I_2=2I_p/(3\pi)$. With a 2 A peak the second harmonic has an amplitude of 0.4244 A, against 1 A for the fundamental. The current is far from sinusoidal. It is the network that makes the voltage so.

### Voltage and power

Because the network is linear, each component of the current produces its own voltage. The constant and the higher harmonics meet zero impedance and produce none. The fundamental produces
$$
u(\theta)=V_1\cos\theta,\qquad V_1=RI_1=\frac{RI_p}{2}.
\tag{7}
$$
From (2), the drain voltage is
$$
v(\theta)=V_{DD}-V_1\cos\theta .
\tag{8}
$$
The minus sign means that the drain voltage is lowest when the current is highest. It comes from the load taking its voltage out of the fixed supply voltage.

The power entering the network is the mean of $u\,i$. The product of $\cos\theta$ with a constant, or with $\cos n\theta$ for $n\ge2$, has zero mean. Only the fundamental current contributes:
$$
P_{out}=\frac{1}{2\pi}\int_{-\pi}^{\pi}V_1\cos\theta\;i(\theta)\,d\theta
=\frac{V_1I_1}{2}=\frac{V_1I_p}{4}.
\tag{9}
$$
The current harmonics flow, but they carry no power into the load, because there is no harmonic voltage for them to work against.

The supply voltage is constant, so the supply power needs only the mean current:
$$
P_{dc}=V_{DD}I_{dc}=\frac{V_{DD}I_p}{\pi}.
\tag{10}
$$
Dividing (9) by (10), the peak current cancels:
$$
\eta=\frac{V_1I_p/4}{V_{DD}I_p/\pi}=\frac{\pi}{4}\,\frac{V_1}{V_{DD}}.
\tag{11}
$$
The efficiency is proportional to the fraction of the supply voltage that the swing uses. The factor $\pi/4$ is half the ratio $I_1/I_{dc}=\pi/2$, and it belongs to the shape of the current alone.

### The knee limits the swing

Equation (11) holds for any swing that respects the knee condition. Inserting (8) into (3) gives
$$
V_1\cos\theta\le V_{DD}-V_k\qquad\text{for}\quad -\frac{\pi}{2}<\theta<\frac{\pi}{2}.
$$
The left side is largest at $\theta=0$, where the cosine is 1. If the inequality holds there, it holds throughout conduction. The condition on the whole waveform thus reduces to
$$
V_1\le V_{DD}-V_k .
\tag{12}
$$
Since $\eta$ rises in proportion to $V_1$, the largest efficiency is reached at equality:
$$
\boxed{\;\eta_{max}=\frac{\pi}{4}\left(1-\frac{V_k}{V_{DD}}\right)\;}
\tag{13}
$$

For $V_k=0$ this is $\pi/4$, or 78.54 %. The loss of efficiency relative to that value is $V_k/V_{DD}$. When $V_k$ approaches $V_{DD}$ the permitted swing vanishes, and the efficiency vanishes with it, although the supply still delivers current.

With $V_{DD}=50$ V and $V_k=5$ V, the permitted amplitude is 45 V and
$$
\eta_{max}=0.7854\times\left(1-\frac{5}{50}\right)=0.7069 .
$$
A knee of one tenth of the supply voltage costs one tenth of the ideal efficiency, which here is about 7.9 percentage points.

The result is a maximum within the stated class of waveforms: half-sine current and sinusoidal voltage. If the drive or the load resistance is increased until (12) is violated, the device enters the region below the knee, its current is no longer given by (1), and neither (5) nor (11) may be used. Formula (13) makes no statement about such an overdriven stage.

### A knee that grows with current

In a transistor whose knee is set by a resistance, the minimum voltage rises with the current. Let $V_k(i)$ be any function that does not decrease with $i$. As $\theta$ moves away from zero, the current falls and the drain voltage (8) rises. The required voltage does not rise, while the available voltage does. The condition is again tightest at $\theta=0$, and (13) remains valid with $V_k$ replaced by $V_k(I_p)$.

For a purely resistive knee, $V_k(i)=r\,i$, the limit is $V_{DD}=V_1+rI_p$. With $V_1=RI_p/2$ from (7),
$$
\eta_{max}=\frac{\pi}{4}\,\frac{RI_p/2}{RI_p/2+rI_p}=\frac{\pi}{4}\,\frac{R}{R+2r}.
$$
In this case a smaller peak current with a larger load resistance improves the efficiency. The price is output power: $(V_{DD}-rI_p)I_p/4$ falls with the peak current whenever $rI_p<V_{DD}/2$. With a constant knee it does not, since no current appears in (13).

### Choosing the load

At the limit, (7) and (12) fix the load resistance, and (9) fixes the output power:
$$
R=\frac{2(V_{DD}-V_k)}{I_p},\qquad P_{out}=\frac{(V_{DD}-V_k)I_p}{4}.
\tag{14}
$$
For the 2 A stage these are $R=2\times45/2=45\ \Omega$ and $P_{out}=45\times2/4=22.5$ W. Without a knee they would be $50\ \Omega$ and 25 W. The supply power is 31.83 W in both cases, because neither the supply voltage nor the current has changed.

One may instead keep the $50\ \Omega$ load and lower the drive. The amplitude must again be 45 V, so the fundamental current is $45/50=0.9$ A and the peak current is twice that, 1.8 A. The output power becomes $45\times1.8/4=20.25$ W and the supply power 28.65 W. Their ratio is again 0.7069, as (11) requires, since the swing is the same.

The two choices differ in output power. With the load adapted, the output falls by the factor $1-V_k/V_{DD}$, here 0.9, because only the voltage is reduced. With the load kept, voltage and current are both reduced, and the output falls by the square, here 0.81. Adapting the load to the knee thus recovers power, but it does not change the maximum efficiency.

### Operation below full drive

If the load stays at $45\ \Omega$ and the drive is halved, the peak current is 1 A and the voltage amplitude is 22.5 V. The output power is $22.5\times1/4=5.625$ W, one quarter of the full value. The efficiency is halved, to 35.34 %.

In general, at fixed load the swing is proportional to the current and the output power to its square. Hence
$$
\eta=\eta_{max}\sqrt{\frac{P_{out}}{P_{out,max}}}.
\tag{15}
$$
A signal whose envelope varies spends part of its time below full swing, and there the stage works at less than the efficiency (13).

## Second derivation: energy as an area

### What is carried over

The drain current is $i=I_p\max(\cos\theta,0)$ with $\theta=\omega t$, and the drain voltage is $v=V_{DD}-V_1\cos\theta$. Here $V_{DD}$ is the supply voltage, $I_p$ the peak current and $V_1$ the amplitude of the voltage $u=V_{DD}-v$ across the output network. The network has the resistance $R$ at the signal frequency and, ideally, no impedance at zero frequency or at the harmonics. The transistor delivers this current only while $v\ge V_k$, which limits the amplitude to $V_1\le V_{DD}-V_k$. The mean current is $I_{dc}=I_p/\pi$, and the amplitudes of the fundamental and second harmonic are $I_1=I_p/2$ and $I_2=2I_p/(3\pi)$. The first derivation gave
$$
\eta_{max}=\frac{\pi}{4}\left(1-\frac{V_k}{V_{DD}}\right).
$$
The example has $V_{DD}=50$ V, $V_k=5$ V, $I_p=2$ A and $R=45\ \Omega$.

The same result can be reached without Fourier components, by following the energy of the charge that passes through the transistor in one cycle.

### Voltage plotted against charge

Let $q$ be the charge that has passed through the drain, counted from the instant of peak current, so that $q$ is negative before that instant. During conduction $dq=i\,dt=(I_p/\omega)\cos\theta\,d\theta$. Integration from $\theta=0$ gives
$$
q=q_m\sin\theta,\qquad q_m=\frac{I_p}{\omega}.
\tag{16}
$$
As $\theta$ runs from $-\pi/2$ to $\pi/2$, the charge runs from $-q_m$ to $q_m$. The total charge per cycle is $2q_m$.

During conduction the cosine is not negative, so $\cos\theta=\sqrt{1-\sin^2\theta}$ with the positive root. The voltage across the output network, as a function of charge, is therefore
$$
u=V_1\sqrt{1-\frac{q^2}{q_m^2}} .
\tag{17}
$$
Equivalently, $(u/V_1)^2+(q/q_m)^2=1$ with $u\ge0$. This is the upper half of an ellipse with semi-axes $q_m$ and $V_1$.

Each element of charge $dq$ leaves the supply at the voltage $V_{DD}$. It gives up the energy $u\,dq$ in the output network and the remaining energy $v\,dq$ in the transistor. Energies per cycle are thus areas in a diagram of voltage against charge.

The supply provides the area of a rectangle of width $2q_m$ and height $V_{DD}$:
$$
W_{dc}=2q_mV_{DD}.
$$
The output network receives the area of the half-ellipse, which is half of $\pi$ times the product of the semi-axes:
$$
W_{out}=\int_{-q_m}^{q_m}u\,dq=\frac{\pi}{2}\,q_mV_1 .
\tag{18}
$$
In the periodic state the inductor and the capacitor hold the same energy at the end of a cycle as at its beginning. All of $W_{out}$ is therefore delivered to the load resistor. The efficiency is
$$
\eta=\frac{W_{out}}{W_{dc}}=\frac{\frac{\pi}{2}q_mV_1}{2q_mV_{DD}}=\frac{\pi}{4}\,\frac{V_1}{V_{DD}} .
$$
With the largest permitted amplitude, $V_1=V_{DD}-V_k$, this is the earlier result.

The number $\pi/4$ now has a geometric meaning. It is the fraction of a rectangle filled by the half-ellipse inscribed in it. The frequency enters through $q_m$ and cancels, as does the peak current.

### Where the lost energy goes

The diagram also shows how the loss is divided. At the largest swing, the drain voltage can be written as
$$
v=V_k+(V_{DD}-V_k)(1-\cos\theta).
\tag{19}
$$
Multiplying out the right side gives $V_{DD}-(V_{DD}-V_k)\cos\theta$, as required. The first term is a floor through which all of the charge must fall. It takes the energy $2q_mV_k$ per cycle, a rectangular strip. The second term accounts for the two corners between the half-ellipse and the rectangle of height $V_{DD}-V_k$ that encloses it. Their area is $(2-\pi/2)\,q_m(V_{DD}-V_k)$.

A cycle lasts $2\pi/\omega$, so an energy per cycle becomes a power on multiplication by $\omega/(2\pi)$. With $q_m\omega=I_p$,
$$
P_{diss}=\frac{V_kI_p}{\pi}+(V_{DD}-V_k)I_p\left(\frac1\pi-\frac14\right).
\tag{20}
$$
In the example, the first term is $5\times0.6366=3.18$ W. The second is $45\times2\times(1/\pi-1/4)=6.15$ W. Together they make 9.33 W, which is the supply power of 31.83 W less the output of 22.5 W.

Formula (13) can now be read directly. A fraction $V_k/V_{DD}$ of the supply energy is lost at the floor. The rest is converted with the ideal class-B efficiency, as if the stage had a supply of $V_{DD}-V_k$ and no knee. The knee does not alter the shape of the waveforms; it removes a strip of height $V_k$ from the rectangle of supplied energy.

At fixed supply and peak current, the dissipation without a knee is 6.83 W. The knee raises it by 2.5 W, which is less than the 3.18 W lost at the floor. The difference arises because the smaller swing also has smaller corners.

### Why the limit is not universal

The corners exist because charge passes while the drain is above its minimum. Confining the conduction to a shorter interval around $\theta=0$ makes them smaller. Let the current flow for $|\theta|<\alpha$ and be proportional there to $\cos\theta-\cos\alpha$. This is what a linear device biased below threshold would draw. With the voltage still sinusoidal, the efficiency is $V_1/V_{DD}$ times the mean of $\cos\theta$ weighted by the current:
$$
\bar c(\alpha)=\frac{\int_0^\alpha(\cos\theta-\cos\alpha)\cos\theta\,d\theta}{\int_0^\alpha(\cos\theta-\cos\alpha)\,d\theta}.
$$
Symmetry allows the integrals to start at zero. The numerator is
$$
\frac{\alpha}{2}+\frac{\sin\alpha\cos\alpha}{2}-\cos\alpha\sin\alpha=\frac{\alpha-\sin\alpha\cos\alpha}{2},
$$
and the denominator is $\sin\alpha-\alpha\cos\alpha$. Hence
$$
\bar c(\alpha)=\frac{\alpha-\sin\alpha\cos\alpha}{2(\sin\alpha-\alpha\cos\alpha)} .
\tag{21}
$$
For $\alpha=\pi/2$ this gives $\bar c=\pi/4$, the class-B value. For $\alpha=60^\circ$ it gives 0.8968. With the same 5 V knee and 50 V supply, the efficiency is then $0.9\times0.8968$, or 80.71 %. This exceeds even the knee-free class-B value of 78.54 %.

As $\alpha$ tends to zero, every cosine in the conduction interval lies between $\cos\alpha$ and 1, so $\bar c$ tends to 1 and the efficiency to $1-V_k/V_{DD}$. The corners vanish, but the floor remains. At fixed peak current the charge per cycle also tends to zero, and the output power with it. The factor $1-V_k/V_{DD}$ is thus common to all these conduction angles, whereas $\pi/4$ is specific to class B.

### What each derivation assumes

Both derivations use the half-sine current, a constant supply voltage and a sinusoidal drain voltage that stays above the knee. They differ in how they use the output network.

The Fourier derivation relies on linearity. It obtains the sinusoidal voltage from the impedance at each harmonic and identifies the output power as power at the signal frequency. It does not need to know what happens inside the transistor. If harmonic voltages are present, $V_1I_1/2$ is still the fundamental power, provided that the current keeps its shape.

The area derivation takes the voltage waveform as given and relies on conservation of energy over a cycle. It needs no superposition, and it locates the loss within the cycle. However, the area under $u(q)$ is the total energy given to the load, at all frequencies together. It equals the fundamental output only if the harmonics deliver no net power, as is the case when the harmonic voltages vanish.

For the ideal network the two accounts agree. A network whose harmonic impedances have a resistive part can separate them.

### A resonant circuit of finite sharpness

Let the network be a resistor $R$, an inductor $L$ and a capacitor $C$ in parallel, with $\omega^2LC=1$ and quality factor $Q=R/(\omega L)=\omega CR$. Its admittance at the $n$th harmonic is
$$
\frac1R+jn\omega C+\frac{1}{jn\omega L}=\frac1R\left[1+jQ\left(n-\frac1n\right)\right].
\tag{22}
$$
At $n=1$ the bracket is 1, so the fundamental voltage is still $RI_1$, and the fundamental efficiency is unchanged as long as the current is. At $n\ge2$ the impedance is small for large $Q$, but not zero. The real part of $R/(1+jX)$ is $R/(1+X^2)$, so the harmonic of amplitude $I_n$ delivers the power
$$
P_n=\frac{I_n^2R}{2\left[1+Q^2(n-1/n)^2\right]} .
\tag{23}
$$

For $Q=5$ and $n=2$, the bracket is $1+7.5^2=57.25$. With $I_2=0.4244$ A and $R=45\ \Omega$, the harmonic power is
$$
P_2=\frac{0.4244^2\times45}{2\times57.25}=0.071\ \text{W},
$$
or 0.22 % of the supply power.

The complete voltage waveform was found by integrating the circuit equations
$$
C\frac{du}{dt}+\frac uR+j_L=i,\qquad L\frac{dj_L}{dt}=u
$$
with the half-sine current prescribed, where $j_L$ is the inductor current. A fourth-order Runge–Kutta method with 2000 steps per cycle was used, and the initial values were chosen so that the state repeats after one cycle. The results for two quality factors are:

| Quantity | $Q=5$ | $Q=50$ |
|---|---|---|
| Total load power / supply power | 70.910 % | 70.688 % |
| Non-sinusoidal part of $u$ (rms, relative to total rms) | 5.62 % | 0.57 % |
| Lowest drain voltage | 4.467 V | 4.994 V |

At $Q=5$ the total efficiency exceeds the fundamental value of 70.69 % by 0.22 percentage points, in agreement with the estimate of $P_2$. This excess is power at the harmonics. It is not useful signal output, and the drain efficiency defined at the signal frequency does not include it.

The last row shows a second effect. The fundamental alone would bring the drain down to 5 V, so the residual harmonics are what carries it lower. At $Q=5$ it falls about 0.5 V below the knee. The calculation prescribed the current regardless, but a transistor with a 5 V knee could not deliver it at that moment. The $Q=5$ column therefore describes the linear circuit and not a permitted operating point of the device. At $Q=50$ the shortfall is 6 mV, and the ideal result is a close description.

### The role of the supply voltage

For a given knee voltage, (13) favours a high supply voltage. With 28 V in place of 50 V and the same 5 V knee, the maximum efficiency is $0.7854\times(1-5/28)$, or 64.51 %, compared with 70.69 %.

The supply voltage is limited by the voltage that the transistor can withstand. The drain reaches its highest value at $\theta=\pi$, where (8) gives $V_{DD}+V_1=2V_{DD}-V_k$ at full swing. In the example this is 95 V. If the device tolerates at most $V_B$, with $V_B>V_k$, then $V_{DD}\le(V_B+V_k)/2$. At this limit
$$
\eta_{max}=\frac\pi4\left(1-\frac{2V_k}{V_B+V_k}\right)=\frac\pi4\,\frac{V_B-V_k}{V_B+V_k}.
\tag{24}
$$
With the supply at this limit, the efficiency of the model stage depends on the device only through the ratio of knee voltage to tolerated voltage. A wide-gap semiconductor withstands a higher electric field before breakdown, which permits a larger $V_B$ for a given length of the region that supports the voltage. Within this model the efficiency benefits to the extent that the knee voltage does not rise in the same proportion. In a real device $V_k$ and $V_B$ are not independent. Within one material, a region built to support more voltage is longer or more lightly doped. For an ideal one-dimensional drift region with a fixed breakdown field, the resistance times area grows as $V_B^2$, so at a given current density its contribution to $V_k/V_B$ rises with $V_B$. Charge trapping can also raise the knee as the supply voltage is raised, and amplifiers are operated with a margin below breakdown. Equation (24) is therefore a bound for the model stage at given $V_k$ and $V_B$, not a rule that a higher voltage rating gives a higher efficiency.
